# Thomas-Fermi screening wave vector of a two-dimensional electron gas

Electrons in a semiconductor channel move freely along an interface and occupy a single subband of quantized motion across it. A charged impurity disturbs them, they rearrange, and the potential that scatters them is the sum of the impurity's potential and that of the rearranged charge. The problem is to find how strongly the electrons screen, and how this depends on their density.

**Model and conventions.** The electron sheet has zero thickness and lies at \(z=0\), between half-spaces with dielectric constants \(\kappa_1\) (for \(z<0\)) and \(\kappa_2\) (for \(z>0\)). The band is parabolic and isotropic, \(E_k=k^2/(2m)\), with \(m\) in electron masses. The degeneracy \(g=g_sg_v\) is the product of spin and valley degeneracies. Atomic units are used, so \(\hbar\), the elementary charge and the electron mass equal one; \(T\) stands for \(k_BT\). The density \(n\) is a number per area, and a uniform background neutralizes it. \(V\) is the potential energy of an electron, positive when repulsive. The chemical potential \(\mu\) is measured from the subband edge. Until part (f), electrons interact through their average electrostatic potential alone (the Hartree approximation).

## (a) The potential of a density ripple

**Question.** The sheet density changes by \(\delta n\,e^{i\mathbf q\cdot\mathbf r}\), with \(\mathbf q\) and \(\mathbf r\) in the plane. What potential energy \(V_{\rm ind}(q)\) does this produce in the sheet?

**Solution.** The electrostatic potential \(\phi\) obeys \(\nabla\cdot(\kappa\nabla\phi)=-4\pi\rho\). Electrons have charge \(-1\), so \(\rho=-\delta n\,e^{i\mathbf q\cdot\mathbf r}\delta(z)\) and \(V=-\phi\). The two signs combine to

\[
\nabla\cdot(\kappa\nabla V)=-4\pi\,\delta n\,e^{i\mathbf q\cdot\mathbf r}\,\delta(z).
\]

Write \(V=V(q,z)e^{i\mathbf q\cdot\mathbf r}\). Away from the sheet \(\partial_z^2V=q^2V\), and the solution that is continuous at the sheet and decays on both sides is \(V(q,z)=V_{\rm ind}(q)e^{-q|z|}\). Integrating the equation across \(z=0\) gives the jump condition

\[
\kappa_2\,\partial_zV\big|_{0^+}-\kappa_1\,\partial_zV\big|_{0^-}=-4\pi\,\delta n .
\]

The slopes are \(-qV_{\rm ind}\) above and \(+qV_{\rm ind}\) below, so the left side is \(-(\kappa_1+\kappa_2)qV_{\rm ind}\). Hence

\[
V_{\rm ind}(q)=\frac{2\pi}{\kappa q}\,\delta n,\qquad \kappa=\frac{\kappa_1+\kappa_2}{2}.
\]

Extra electrons raise the energy of an electron, as they should. The factor \(1/q\), in place of the \(1/q^2\) of a bulk charge wave, arises because the field spreads out of the plane over a distance \(1/q\).

## (b) The self-consistent potential

**Question.** A weak static potential \(V_{\rm ext}(q)\) acts in the sheet and varies slowly on the scale of the electron wavelength. Express the total potential through \(\partial n/\partial\mu\), and identify the wave vector that measures screening.

**Solution.** In equilibrium the electrochemical potential is uniform. If the potential varies slowly, each small region behaves as a uniform gas whose subband edge is shifted by \(V_{\rm tot}(\mathbf r)\). The kinetic energy available up to the common level is then \(\mu-V_{\rm tot}(\mathbf r)\). This is the Thomas-Fermi assumption:

\[
n(\mathbf r)=n_0\big(\mu-V_{\rm tot}(\mathbf r)\big),
\]

where \(n_0(\mu)\) is the density of the uniform gas. To first order in the potential,

\[
\delta n(q)=-\frac{\partial n}{\partial\mu}\,V_{\rm tot}(q).
\]

The electrons respond to the total potential \(V_{\rm tot}=V_{\rm ext}+V_{\rm ind}\), which includes their own contribution. With part (a),

\[
V_{\rm tot}=V_{\rm ext}-\frac{2\pi}{\kappa q}\frac{\partial n}{\partial\mu}V_{\rm tot}.
\]

Collecting the terms in \(V_{\rm tot}\) gives

\[
V_{\rm tot}(q)=\frac{V_{\rm ext}(q)}{1+q_s/q},\qquad
q_s=\frac{2\pi}{\kappa}\frac{\partial n}{\partial\mu}.
\]

At \(q=q_s\) the potential is halved. Shorter waves are screened less and longer waves more.

A point charge \(+Z\) in the sheet provides a check. Its potential is \(V_{\rm ext}=-2\pi Z/(\kappa q)\), so \(V_{\rm tot}=-2\pi Z/[\kappa(q+q_s)]\). As \(q\to0\) this tends to \(-2\pi Z/(\kappa q_s)\), and the total number of attracted electrons is

\[
\delta n(q\to0)=\frac{\partial n}{\partial\mu}\,\frac{2\pi Z}{\kappa q_s}=Z .
\]

The sheet neutralizes the impurity completely, whatever the value of \(q_s\). That value decides over what distance it does so.

## (c) Zero temperature

**Question.** Evaluate \(q_s\) at \(T=0\) for \(n>0\). How does it depend on density, and what is special about two dimensions?

**Solution.** Each spin and valley component has one state per area \((2\pi)^2\) of \(\mathbf k\) space, per unit area of the sheet. Filling a disk of radius \(k_F\) gives

\[
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi}.
\]

The chemical potential is the kinetic energy at the edge of the disk, \(\mu=k_F^2/(2m)\). Substituting \(k_F^2=2m\mu\),

\[
n=D\mu,\qquad D=\frac{gm}{2\pi},\qquad \frac{\partial n}{\partial\mu}=D .
\]

The density of states \(D\) is constant, and therefore

\[
\boxed{\,q_s=\frac{2\pi}{\kappa}\,\frac{gm}{2\pi}=\frac{gm}{\kappa}\,}
\]

The density has dropped out. In ordinary units, with \(a_B\) the Bohr radius, \(q_s=gm/(\kappa a_B)\).

The reason is seen by repeating the count in \(d\) dimensions. There \(n\propto k_F^d\propto\mu^{d/2}\), so

\[
\frac{\partial n}{\partial\mu}=\frac d2\,\frac n\mu\propto n^{1-2/d}.
\]

The exponent vanishes for \(d=2\). More electrons are then available, but the energy scale \(\mu\) that resists their rearrangement has grown in the same proportion. In three dimensions the exponent is \(1/3\): a direct count of \(\mathbf k\) points gives a derivative larger by a factor 2.000 when the density is larger by a factor 8.006, in agreement with the cube root.

Density still limits the range of the result. Since \(n_0(\mu)=D\mu\) is a straight line for \(\mu>0\), the local relation \(\delta n=-DV_{\rm tot}\) needs no expansion as long as \(V_{\rm tot}(\mathbf r)<\mu\). Where a repulsive potential exceeds \(\mu\), the sheet is empty and can lose no more electrons. The linear law fails there, and it fails sooner at low density because \(\mu=n/D\) is smaller.

## (d) Finite temperature

**Question.** Find \(q_s(T)\) at fixed density. What happens for a cold gas and for a dilute, warm one?

**Solution.** With a constant density of states and Fermi occupation,

\[
n=D\int_0^\infty\frac{dE}{e^{(E-\mu)/T}+1}
=D\Big[-T\ln\!\big(1+e^{(\mu-E)/T}\big)\Big]_0^\infty
=DT\ln\!\big(1+e^{\mu/T}\big).
\]

Differentiation at fixed \(T\) gives

\[
\frac{\partial n}{\partial\mu}=D\,\frac{e^{\mu/T}}{1+e^{\mu/T}}
=D\left(1-\frac1{1+e^{\mu/T}}\right).
\]

Define \(E_F=n/D\), the chemical potential that the same density has at \(T=0\). The expression for \(n\) then reads \(1+e^{\mu/T}=e^{E_F/T}\), and \(\mu\) can be eliminated:

\[
q_s(T)=\frac{gm}{\kappa}\left(1-e^{-E_F/T}\right).
\]

For \(T\ll E_F\) the correction is exponentially small. This holds for long waves only: near \(q=2k_F\) temperature rounds the kink found in part (e), and the response at \(2k_F\) falls by a relative amount of about \(0.54\sqrt{T/E_F}\), which depends on density. For \(T\gg E_F\), set \(x=E_F/T\) and use \(1-e^{-x}=x-x^2/2+\dots\). The leading term is

\[
q_s(T)\simeq\frac{2\pi D}{\kappa}\,\frac{n}{DT}=\frac{2\pi n}{\kappa T}.
\]

This is the classical, Debye-type result. It is proportional to density and no longer contains the mass, because a dilute gas follows Boltzmann statistics and \(\partial n/\partial\mu=n/T\). The next term lowers it by a relative amount \(x/2\).

The order of limits matters. At fixed \(n>0\), \(T\to0\) gives \(gm/\kappa\), however small \(n\) is. At fixed \(T>0\), \(n\to0\) gives zero. Density independence is thus a property of the degenerate gas, \(T\ll E_F\).

## (e) Potentials that vary quickly

**Question.** Part (b) assumed slow variation, yet scattering across the Fermi circle involves wavelengths comparable with that of the electrons. Compute the static linear response at \(T=0\) without the local assumption. Up to which \(q\) does the Thomas-Fermi result hold?

**Solution.** Let the total potential be \(V_qe^{i\mathbf q\cdot\mathbf r}\) plus its complex conjugate. To first order, a plane wave \(\mathbf k\) acquires admixtures of \(\mathbf k+\mathbf q\) and \(\mathbf k-\mathbf q\), with amplitudes \(V_q/(E_k-E_{k+q})\) and \(V_q^*/(E_k-E_{k-q})\). Here \(E_{k\pm q}\) denotes the energy at \(\mathbf k\pm\mathbf q\). In the squared modulus, the coefficient of \(e^{i\mathbf q\cdot\mathbf r}\) is

\[
V_q\left[\frac1{E_k-E_{k+q}}+\frac1{E_k-E_{k-q}}\right].
\]

Sum over \(\mathbf k\) with occupation \(f_k\), and replace \(\mathbf k\) by \(\mathbf k+\mathbf q\) in the second term. The result is \(\delta n(q)=-\chi(q)V_q\), with

\[
\chi(q)=g\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_k-f_{k+q}}{E_{k+q}-E_k}.
\]

The two terms can be treated separately if both integrals are taken as principal values. In the second, the substitution \(\mathbf k\to-\mathbf k-\mathbf q\) exchanges the two energies and turns \(f_{k+q}\) into \(f_k\), which makes it equal to the first. With \(E_{k+q}-E_k=(q^2+2kq\cos\theta)/(2m)\),

\[
\chi(q)=\frac{gm}{\pi^2}\int_0^{k_F}\!k\,dk\;\mathrm P\!\!\int_0^{2\pi}\!\frac{d\theta}{q^2+2kq\cos\theta}.
\]

For the angular integral put \(a=q^2\), \(b=2kq\) and \(t=\tan(\theta/2)\). It becomes

\[
\mathrm P\!\!\int_{-\infty}^{\infty}\frac{2\,dt}{(a+b)+(a-b)t^2}.
\]

If \(a>b\), that is \(k<q/2\), this equals \(2\pi/\sqrt{a^2-b^2}=2\pi/\big(q\sqrt{q^2-4k^2}\big)\). If \(a<b\), it is proportional to \(\mathrm P\!\int dt/(t^2-c^2)\) with \(c^2=(b+a)/(b-a)\). The antiderivative \(\frac1{2c}\ln|(t-c)/(t+c)|\) vanishes at both infinities, and the logarithms on the two sides of each pole cancel, so the integral is zero. Electrons with \(k>q/2\) therefore contribute nothing in this form of the integral. With \(k_m=\min(k_F,q/2)\),

\[
\chi(q)=\frac{2gm}{\pi q}\int_0^{k_m}\!\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2gm}{\pi q}\,\frac{q-\sqrt{q^2-4k_m^2}}4 .
\]

Inserting \(k_m\) in the two cases,

\[
\chi(q)=\begin{cases}D, & q\le2k_F,\\[2pt]
D\Big[1-\sqrt{1-(2k_F/q)^2}\Big], & q>2k_F.\end{cases}
\]

The local value \(D\) holds up to \(2k_F\), and not merely for \(q\to0\). An electron scattered elastically through an angle \(\vartheta\) within its valley changes its wave vector by \(q=2k_F\sin(\vartheta/2)\le2k_F\). Within linear Hartree response at \(T=0\), the formula of part (b) with \(q_s=gm/\kappa\) thus covers all such scattering in the zero-thickness sheet. In a real channel the thickness must also be small compared with \(1/q\); otherwise the spread of the charge across the channel changes the screening.

Above \(2k_F\), \(q_s\) must be replaced by \(q_s\chi(q)/D\), which does depend on density. At \(q=2.5k_F\) the response has fallen to \(0.400D\), and at \(4k_F\) to \(0.134D\). For \(q\gg2k_F\), expanding the root gives \(\chi\simeq2Dk_F^2/q^2\): the electrons cannot follow a potential much finer than their wavelength.

## (f) How density returns

**Question.** Find the long-wavelength \(q_s\) at \(T=0\) when (i) the band obeys \(E(1+\alpha E)=k^2/(2m)\), (ii) a second subband fills, and (iii) exchange is added to the parabolic band.

**Solution.** In all three cases \(q_s=(2\pi/\kappa)\,\partial n/\partial\mu\) still describes the screening of the electrostatic potential \(V_{\rm tot}=V_{\rm ext}+V_{\rm ind}\), with a new relation between \(n\) and \(\mu\).

(i) The count of states in \(\mathbf k\) space is unchanged, so

\[
n=\frac{gk_F^2}{4\pi}=D\,\frac{k_F^2}{2m}=D\mu(1+\alpha\mu),\qquad
\frac{\partial n}{\partial\mu}=D(1+2\alpha\mu).
\]

Keep the definition \(E_F=n/D=\mu(1+\alpha\mu)\). Then \((1+2\alpha\mu)^2=1+4\alpha\mu(1+\alpha\mu)=1+4\alpha E_F\), and

\[
q_s=\frac{gm}{\kappa}\sqrt{1+4\alpha E_F}.
\]

For \(\alpha>0\) the density of states rises with energy, and screening strengthens with density.

(ii) Let an equal parabolic subband begin at a fixed energy \(\Delta\), and take \(q\) small compared with the inverse channel width \(1/L\). The restriction matters: a hard-wall well with the same mass has \(\Delta=3\pi^2/(2mL^2)\), so the second subband fills at \(k_FL=\sqrt3\,\pi\approx5.4\), and the channel is then not thin on the scale \(1/k_F\). For \(\mu>\Delta\), \(n=D\mu+D(\mu-\Delta)\), so \(\partial n/\partial\mu=2D\). In this model \(q_s\) doubles in a step at \(n=D\Delta\) and is constant on either side.

(iii) Exchange lowers the energy of an electron through its interaction with occupied states of the same spin and valley. For an electron at a point \(\mathbf k_F\) of the Fermi circle, with the unscreened interaction,

\[
\mu_x=-\int_{k<k_F}\!\frac{d^2k}{(2\pi)^2}\,\frac{2\pi}{\kappa|\mathbf k-\mathbf k_F|}.
\]

Use polar coordinates \((p,\varphi)\) centred on \(\mathbf k_F\), with \(\varphi\) measured from the direction to the centre of the disk. The disk is then \(0<p<2k_F\cos\varphi\), \(|\varphi|<\pi/2\). The area element \(p\,dp\,d\varphi\) cancels the denominator \(p\):

\[
\mu_x=-\frac1{2\pi\kappa}\int_{-\pi/2}^{\pi/2}\!2k_F\cos\varphi\,d\varphi=-\frac{2k_F}{\pi\kappa}.
\]

Now \(\mu=k_F^2/(2m)-2k_F/(\pi\kappa)\), while \(dn/dk_F=gk_F/(2\pi)\). Dividing the derivatives,

\[
\frac{\partial n}{\partial\mu}=\frac{gk_F/(2\pi)}{k_F/m-2/(\pi\kappa)},\qquad
q_s=\frac{gm/\kappa}{1-2m/(\pi\kappa k_F)}.
\]

Exchange makes the gas easier to compress and strengthens the screening of the electrostatic potential, the one a test charge feels, most at low density. An electron of the gas also feels the local change \(\delta\mu_x\). Write \(\beta=2m/(\pi\kappa k_F)\). Local equilibrium gives \(V_{\rm tot}+\delta\mu_x=-\delta n/D=V_{\rm tot}/(1-\beta)=V_{\rm ext}/[1-\beta+gm/(\kappa q)]\), which is larger in magnitude than the Hartree result: for the electrons themselves exchange weakens screening. For large \(k_F\) the Hartree value returns. Where the denominator \(1-\beta\) passes through zero, \(\partial\mu/\partial n\) changes sign and the compressibility becomes negative; correlation moves this point to a somewhat higher density but does not remove it. At the densities of part (g) correlation changes \(q_s\) by less than 1%, whereas a finite channel thickness weakens exchange appreciably.

## (g) Numbers

**Question.** Take the round model values \(m=0.05\), \(g_s=2\), \(g_v=1\), \(\kappa_1=15\), \(\kappa_2=10\), and densities of \(0.5\), \(1\) and \(2\times10^{-4}\) Å\(^{-2}\). How well does density independence hold?

**Solution.** The mean dielectric constant is \(\kappa=12.5\), so

\[
q_s=\frac{2\times0.05}{12.5}=0.0080\ \text{bohr}^{-1}=0.0151\ \text{Å}^{-1}.
\]

For the middle density \(k_F=\sqrt{2\pi n}=0.0251\) Å\(^{-1}\). With \(D=0.002089\) eV\(^{-1}\) Å\(^{-2}\), \(E_F=10^{-4}/0.002089=0.0479\) eV. The last column is \(V_{\rm tot}/V_{\rm ext}\) at \(q=2k_F\).

| \(n\) (Å\(^{-2}\)) | \(k_F\) (Å\(^{-1}\)) | \(q_s\) (Å\(^{-1}\)) | ratio |
|---|---|---|---|
| \(0.5\times10^{-4}\) | 0.0177 | 0.0151 | 0.701 |
| \(1\times10^{-4}\) | 0.0251 | 0.0151 | 0.768 |
| \(2\times10^{-4}\) | 0.0354 | 0.0151 | 0.824 |

The screening wave vector stays fixed while \(k_F\) doubles. The ratio rises because \(2k_F\) moves to shorter waves, which are screened less. A constant \(q_s\) therefore does not mean that scattering is independent of density. The ratios hold for the zero-thickness sheet: at these densities \(1/(2k_F)\) is only 14 to 28 Å, and a channel of comparable or greater thickness needs a correction.

**Temperature.** At the middle density and \(T=0.025\) eV, \(E_F/T=1.92\) and \(1-e^{-1.92}=0.853\), so \(q_s=0.0129\) Å\(^{-1}\), 15% below its zero-temperature value. At \(0.005\) eV the reduction is below 0.01%. These are long-wavelength values; at \(q=2k_F\) the response is lower than \(D\) by about 17% at \(0.005\) eV and 39% at \(0.025\) eV. At \(n=10^{-6}\) Å\(^{-2}\) and \(0.025\) eV, \(q_s\) is \(0.000287\) Å\(^{-1}\), or 1.9% of \(gm/\kappa\). The classical formula gives \(0.000290\) Å\(^{-1}\), about 1% higher, as the term \(x/2\) with \(x=0.019\) predicts.

**Band shape and exchange.** For \(\alpha=1\) eV\(^{-1}\) at the middle density, \(\sqrt{1+4\times0.0479}=1.092\) and \(q_s=0.0165\) Å\(^{-1}\). From the lowest to the highest density it rises from 0.0158 to 0.0178 Å\(^{-1}\). The exchange estimate for the parabolic band falls instead, from 0.0208 to 0.0175 Å\(^{-1}\); these values lie 37% and 16% above the Hartree result. In the Hartree model, \(q_s\) is thus independent of density for a degenerate gas in parabolic subbands, as long as the number of occupied subbands does not change. Exchange removes this independence: at these densities it raises the \(q_s\) that screens the electrostatic potential by 16% to 37% in the zero-thickness sheet, and by about 9% to 26% in a hard-wall channel 50 Å wide with uniform \(\kappa\). The numerical output below also gives the screened potential from a direct solution of the Poisson equation across the interface.

## Calculated quantities

```
mass m = 0.05 electron masses; g_s = 2, g_v = 1
kappa1 = 15.0, kappa2 = 10.0, mean kappa = 12.5
density of states D = 0.002089 1/(eV A^2)
D from counted k points / formula, three radii: 0.9996, 1.0000, 0.9998
q_s = g m/kappa = 0.008000 1/bohr = 0.015118 1/A
Screened/bare potential from the Poisson solution:
  q/q_s = 0.2: 0.1667
  q/q_s = 1.0: 0.5000
  q/q_s = 5.0: 0.8333
Zero temperature, q_s from numerical dn/dmu:
  n = 5.0e-05 1/A^2: k_F = 0.01772 1/A, E_F = 0.02394 eV, q_s = 0.015118 1/A
  n = 1.0e-04 1/A^2: k_F = 0.02507 1/A, E_F = 0.04788 eV, q_s = 0.015118 1/A
  n = 2.0e-04 1/A^2: k_F = 0.03545 1/A, E_F = 0.09576 eV, q_s = 0.015118 1/A
Screened/bare potential at q = 2 k_F:
  n = 5.0e-05 1/A^2: 0.7010
  n = 1.0e-04 1/A^2: 0.7683
  n = 2.0e-04 1/A^2: 0.8242
Finite temperature, from Fermi integrals:
  n = 1.0e-04 1/A^2, kT = 0.005 eV: q_s = 0.015117 1/A, ratio to T=0 0.99993
  n = 1.0e-04 1/A^2, kT = 0.025 eV: q_s = 0.012891 1/A, ratio to T=0 0.85267
  n = 1.0e-06 1/A^2, kT = 0.025 eV: q_s = 0.000287 1/A, ratio to T=0 0.01897
  dilute-limit formula, last case: 0.000290 1/A
Static response chi(q)/D at T = 0, from its definition:
  q/k_F = 0.5: 1.00000
  q/k_F = 1.0: 1.00000
  q/k_F = 1.9: 1.00000
  q/k_F = 2.5: 0.40000
  q/k_F = 4.0: 0.13397
Nonparabolic band, alpha = 1.0 1/eV, and exchange estimate:
  n = 5.0e-05 1/A^2: q_s nonparabolic 0.015825 1/A, with exchange 0.020752 1/A
  n = 1.0e-04 1/A^2: q_s nonparabolic 0.016502 1/A, with exchange 0.018710 1/A
  n = 2.0e-04 1/A^2: q_s nonparabolic 0.017779 1/A, with exchange 0.017492 1/A
Three dimensions, counted k points:
  density ratio 8.006, dn/dmu ratio 2.000
```
